\section*{Twisted boundary conditions as a momentum shift of periodic wave functions}

\section{An electron leaves the cell}

A solid is simulated by Monte Carlo with $N$ electrons in a cell that repeats through space. When an electron leaves through one face, it is put back through the opposite face. The probability density must be the same at the two positions, but the wave function need not be: a phase factor does not alter $|\Psi|^2$. Choosing this phase is choosing a twist. Two questions follow. What does the phase do to the energy, and where must a simulation keep track of it when electrons are folded back?

Atomic units are used in the algebra. The cell has edge vectors $\mathbf L_a$ and reciprocal vectors $\mathbf b_a$, with $\mathbf b_a\cdot\mathbf L_c=2\pi\delta_{ac}$. The Hamiltonian is
\begin{equation}
H=\sum_{i=1}^N\tfrac12\mathbf p_i^2+V(\mathbf r_1,\dots,\mathbf r_N),\qquad \mathbf p_i=-i\nabla_i .
\end{equation}
Two properties of $V$ are assumed: it multiplies the wave function, and it is unchanged when any one electron moves by any $\mathbf L_a$. The usual Ewald energy has both: its short-ranged sum over periodic images and its sum over reciprocal vectors are each unchanged by such a move. A surface term, quadratic in the dipole moment of the cell, would break the second property and is left out here.

The twisted boundary condition is
\begin{equation}
\Psi(\dots,\mathbf r_i+\mathbf L_a,\dots)=e^{i\theta_a}\Psi(\dots,\mathbf r_i,\dots).
\label{twist}
\end{equation}
Electrons of equal spin must share the same angles. Suppose electrons 1 and 2 had angles $\theta$ and $\theta'$. Antisymmetry then gives
\[
\Psi(\mathbf r_1+\mathbf L,\mathbf r_2)=-\Psi(\mathbf r_2,\mathbf r_1+\mathbf L)
=-e^{i\theta'}\Psi(\mathbf r_2,\mathbf r_1)=e^{i\theta'}\Psi(\mathbf r_1,\mathbf r_2),
\]
while the left side is also $e^{i\theta}\Psi(\mathbf r_1,\mathbf r_2)$. Hence $e^{i\theta}=e^{i\theta'}$. One set of angles is used here for all electrons.

\section{Moving the twist into the Hamiltonian}

Define
\begin{equation}
\mathbf k=\sum_a\frac{\theta_a}{2\pi}\mathbf b_a,\qquad \mathbf k\cdot\mathbf L_a=\theta_a,\qquad
\Psi=e^{i\mathbf k\cdot\mathbf R}\,\Phi,\qquad \mathbf R=\sum_i\mathbf r_i .
\label{gauge}
\end{equation}
If one electron moves by $\mathbf L_a$, then $\mathbf R$ changes by $\mathbf L_a$, and
\[
\Phi\;\to\; e^{-i\mathbf k\cdot(\mathbf R+\mathbf L_a)}e^{i\theta_a}\Psi
=e^{-i\theta_a}e^{i\theta_a}\,e^{-i\mathbf k\cdot\mathbf R}\Psi=\Phi .
\]
So $\Phi$ is periodic. Conversely, multiplying a periodic $\Phi$ by $e^{i\mathbf k\cdot\mathbf R}$ gives a function obeying (\ref{twist}). The map is one-to-one, it keeps the norm because $|\Psi|=|\Phi|$, and it keeps antisymmetry because $\mathbf R$ is symmetric in the electrons.

The product rule gives
\[
\mathbf p_i\,e^{i\mathbf k\cdot\mathbf R}\Phi
=-i\left(i\mathbf k\,e^{i\mathbf k\cdot\mathbf R}\Phi+e^{i\mathbf k\cdot\mathbf R}\nabla_i\Phi\right)
=e^{i\mathbf k\cdot\mathbf R}(\mathbf p_i+\mathbf k)\Phi .
\]
The result has the same form as the starting function, with $(\mathbf p_i+\mathbf k)\Phi$ in place of $\Phi$, so a second application gives a second factor. The potential commutes with the phase. Therefore
\begin{equation}
H\Psi=e^{i\mathbf k\cdot\mathbf R}H_{\mathbf k}\Phi,\qquad
H_{\mathbf k}=\sum_i\tfrac12(\mathbf p_i+\mathbf k)^2+V .
\label{hk}
\end{equation}
Since the phase factor never vanishes, $H\Psi=E\Psi$ holds if and only if $H_{\mathbf k}\Phi=E\Phi$. This is the gauge equivalence: a twisted function with the ordinary kinetic operator, or a periodic function with the shifted one.

\subsection{What the equivalence does not do}

The twist has not been removed. It has moved from the boundary condition into the operator, and the energy still depends on it. To remove $\mathbf k$ from (\ref{hk}) one would have to multiply $\Phi$ by $e^{i\mathbf k\cdot\mathbf R}$ and stay among periodic functions. That requires $e^{i\mathbf k\cdot\mathbf L_a}=1$ for every $a$, so $\mathbf k$ must be a reciprocal vector $\mathbf G$ of the simulation cell. For such a vector,
\[
H_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf R}H_{\mathbf k}\,e^{i\mathbf G\cdot\mathbf R},
\]
and the two operators have the same spectrum. Energies thus depend on each $\theta_a$ modulo $2\pi$.

\subsection{A limit: no external potential}

Expanding the square in (\ref{hk}), with $\mathbf P=\sum_i\mathbf p_i$, gives
\[
H_{\mathbf k}=H_0+\mathbf k\cdot\mathbf P+\tfrac12Nk^2 .
\]
If $V$ depends on differences of positions alone, $\mathbf P$ commutes with $H_0$. A common eigenstate with total momentum $\mathbf P_0$ and energy $E_0$ at zero twist then has
\begin{equation}
E(\mathbf k)=E_0+\mathbf k\cdot\mathbf P_0+\tfrac12Nk^2
=\left(E_0-\frac{P_0^2}{2N}\right)+\frac{|\mathbf P_0+N\mathbf k|^2}{2N}.
\label{free}
\end{equation}
For one such state, followed at fixed $\mathbf P_0$, the twist changes the kinetic energy of the centre of mass and leaves the internal motion alone. The ground state, however, can pass to another $\mathbf P_0$ as the twist varies, and its internal energy can then change. For four free electrons of equal spin in a square cell with reciprocal spacing $G$, $E_0-P_0^2/2N$ is $1.375\,G^2$ at $\mathbf k=(0.1,0.05)\,G$ and $G^2$ at $\mathbf k=(0.45,0.44)\,G$. An external potential couples the two.

\section{The local energy}

The local energy is $E_L=H\Psi/\Psi$. By (\ref{hk}) it equals $H_{\mathbf k}\Phi/\Phi$. Since
\[
(\mathbf p_i+\mathbf k)^2=-\nabla_i^2-2i\,\mathbf k\cdot\nabla_i+k^2 ,
\]
it is
\begin{equation}
E_L=\sum_i\left[-\frac12\frac{\nabla_i^2\Phi}{\Phi}-i\,\mathbf k\cdot\frac{\nabla_i\Phi}{\Phi}+\frac{k^2}{2}\right]+V .
\label{el}
\end{equation}

\subsection{Amplitude and phase}

Away from nodes write $\Phi=e^{u+is}$ with real $u$ and $s$. Then
\begin{align*}
\frac{\nabla_i\Phi}{\Phi}&=\nabla_iu+i\nabla_is,\\
\frac{\nabla_i^2\Phi}{\Phi}&=\nabla_i^2u+i\nabla_i^2s+|\nabla_iu|^2-|\nabla_is|^2+2i\,\nabla_iu\cdot\nabla_is .
\end{align*}
In (\ref{el}) the real terms containing $s$ or $\mathbf k$ are $\frac12|\nabla_is|^2+\mathbf k\cdot\nabla_is+\frac12k^2$, a complete square. Hence
\begin{align}
\mathrm{Re}\,E_L&=\sum_i\left[-\tfrac12\left(\nabla_i^2u+|\nabla_iu|^2\right)+\tfrac12|\nabla_is+\mathbf k|^2\right]+V,\label{re}\\
\mathrm{Im}\,E_L&=-\sum_i\left[\tfrac12\nabla_i^2s+\nabla_iu\cdot(\nabla_is+\mathbf k)\right].\label{im}
\end{align}
The combination $\nabla_is+\mathbf k$ is the phase gradient of $\Psi$ itself, the local velocity of electron $i$. Half its square, summed over the electrons, acts as an added potential for the amplitude.

The imaginary part is tied to the current. From $|\Phi|^2=e^{2u}$,
\[
\nabla_i\cdot\left[|\Phi|^2(\nabla_is+\mathbf k)\right]=|\Phi|^2\left[\nabla_i^2s+2\nabla_iu\cdot(\nabla_is+\mathbf k)\right],
\]
so $\mathrm{Im}\,E_L$ is the sum of these divergences divided by $-2|\Phi|^2$. Averaging over $|\Phi|^2$ cancels the denominator and leaves the integral of a divergence. The current is periodic, so the flows through opposite faces cancel and the average is zero. At a single configuration $\mathrm{Im}\,E_L$ vanishes for an eigenstate, but in general not for a trial function.

\subsection{Slater--Jastrow functions}

Let $\Phi=De^J$, with $J$ real and periodic, $D=\det U$ and $U_{ij}=u_j(\mathbf r_i)$, where the orbitals $u_j$ are periodic. Differentiating the product gives
\begin{align*}
\frac{\nabla_i\Phi}{\Phi}&=\frac{\nabla_iD}{D}+\nabla_iJ,\\
\frac{\nabla_i^2\Phi}{\Phi}&=\frac{\nabla_i^2D}{D}+2\nabla_iJ\cdot\frac{\nabla_iD}{D}+\nabla_i^2J+|\nabla_iJ|^2 .
\end{align*}
These go into (\ref{el}). The Jastrow factor therefore enters the twist term of each electron too, through $-i\mathbf k\cdot\nabla_iJ$. In the sum over electrons, any part of $J$ that depends on differences of positions alone cancels from this term, because it does not change when all electrons move together.

For the determinant, expand along row $i$: $D=\sum_jU_{ij}C_{ij}$. The cofactors $C_{ij}$ do not contain $\mathbf r_i$, and $(U^{-1})_{ji}=C_{ij}/D$. So
\[
\frac{\nabla_iD}{D}=\sum_j\nabla u_j(\mathbf r_i)\,(U^{-1})_{ji},\qquad
\frac{\nabla_i^2D}{D}=\sum_j\nabla^2u_j(\mathbf r_i)\,(U^{-1})_{ji}.
\]
For three electrons in a skew three-dimensional cell, these formulas and direct finite differences of the twisted $\Psi$ both give a kinetic local energy of $52.4666+6.2466i$ eV.

\section{Folding electrons back}

Let electron $i$ be at $\mathbf r=\mathbf r'+\sum_an_a\mathbf L_a$, with $\mathbf r'$ inside the cell and integers $n_a$. Repeated use of (\ref{twist}) gives
\begin{equation}
\Psi(\mathbf r)=e^{i\theta\cdot n}\Psi(\mathbf r'),\qquad \theta\cdot n=\sum_a\theta_an_a .
\label{wrap}
\end{equation}
The factor is constant as the electron moves. It cancels in $|\Psi|^2$, in $\nabla\Psi/\Psi$ and in $H\Psi/\Psi$. Metropolis acceptance, drift and local energy can therefore be evaluated at folded positions without any record of past crossings.

Stored matrices need more care. Suppose twisted orbitals $\psi_j=e^{i\mathbf k\cdot\mathbf r}u_j$ are used, with $A_{ij}=\psi_j(\mathbf r_i)$. Folding electron $i$ multiplies row $i$ by $e^{-i\theta\cdot n}$. In matrix form $A'=QA$, with $Q$ diagonal, so $A'^{-1}=A^{-1}Q^{-1}$: column $i$ of the inverse is multiplied by $e^{+i\theta\cdot n}$. If a proposed position is folded before its orbitals are evaluated, while the inverse belongs to the old position, the determinant ratio for the unfolded move is
\begin{equation}
\frac{D_{\rm new}}{D_{\rm old}}=e^{+i\theta\cdot n}\sum_j\psi_j(\mathbf r'_{\rm new})\,(A^{-1})_{ji}.
\end{equation}
With periodic orbitals $u_j$ the matrix does not change on folding. The phase then enters through the displacement $\mathbf d$ of the electron:
\begin{equation}
\frac{\Psi(\mathbf r+\mathbf d)}{\Psi(\mathbf r)}=e^{i\mathbf k\cdot\mathbf d}\,\frac{\Phi(\mathbf r+\mathbf d)}{\Phi(\mathbf r)} .
\label{ratio}
\end{equation}
Here $\Phi$ may be evaluated at the folded point, but $\mathbf d$ must be the unfolded displacement.

\subsection{Nonlocal potentials}

The complex ratio (\ref{ratio}) matters when an operator connects two positions. A nonlocal pseudopotential acts on one electron as $(W\Psi)(\mathbf r)=\int w(\mathbf r,\mathbf r')\Psi(\mathbf r')\,d\mathbf r'$, over all space, with $w$ unchanged when both arguments move by $\mathbf L_a$. Inserting (\ref{gauge}) and dividing out the phase at $\mathbf r$ gives the kernel acting on $\Phi$,
\[
w_{\mathbf k}(\mathbf r,\mathbf r')=w(\mathbf r,\mathbf r')\,e^{i\mathbf k\cdot(\mathbf r'-\mathbf r)} .
\]
Replacing $\mathbf p$ by $\mathbf p+\mathbf k$ in the kinetic energy alone is then not enough, because $W$ does not commute with the gauge phase.

\section{Two electrons on a ring}

Take two electrons of equal spin on a ring of length $L=4$ \AA, so $G=2\pi/L=1.5708$ \AA$^{-1}$. The potential is
\[
V=-v(\cos Gx_1+\cos Gx_2)+w\cos G(x_1-x_2),
\]
with $v=3$ eV and $w=1$ eV, round model values. A kinetic term $k^2$ of the algebra becomes $(\hbar^2/m)k^2$, with $\hbar^2/m=7.6200$ eV\,\AA$^2$. The twist is $\theta=\pi/2$, so $k=\theta/L=0.3927$ \AA$^{-1}$.

The trial function is the determinant of $e^{ikx}$ and $e^{i(k-G)x}$ times $e^J$, with
\[
J=a(\cos Gx_1+\cos Gx_2)+b\cos G(x_1-x_2),\quad a=0.2,\quad b=-0.05 .
\]
Removing $e^{ik(x_1+x_2)}$ leaves the periodic determinant
\begin{equation}
e^{-iGx_2}-e^{-iGx_1}=2i\,e^{-iG(x_1+x_2)/2}\sin\frac{G(x_1-x_2)}2 .
\label{det}
\end{equation}
Away from the node $x_1=x_2$ the phase gradient of $\Phi$ is $-G/2$ for each electron. That of $\Psi$ is $k-G/2=-0.3927$ \AA$^{-1}$.

\subsection{One move across the edge}

Electron 1 moves from 3.8 to 4.3 \AA, which folds to 0.3 \AA, while $x_2=1.5$ \AA. The unfolded ratio of $\Psi$ is $0.7832-0.1558i$. The folded position gives $-0.1558-0.7832i$, and multiplication by $e^{i\pi/2}=i$ restores the first value. The two moduli agree, so the acceptance probability is unaffected.

At the new position the terms of (\ref{el}), in order, add up to
\[
(9.4704-2.1830i)+(-4.7004+1.0915i)+1.1751-0.8607=5.0844-1.0915i\ \text{eV}.
\]
The unfolded position gives the same value. In the form (\ref{re}) the real part is $4.7700$ (amplitude) $+\,1.1751$ (phase) $-\,0.8607$ (potential) $=5.0844$ eV. The phase part is $2\times\frac12\times7.6200\times0.3927^2$ eV. It equals the bare $k^2$ term here because $|k-G/2|=k$ at this twist.

For the imaginary part, functions of $x_1-x_2$ cancel in the sum of the two gradients, so $\sum_iu_i'=-aG(\sin Gx_1+\sin Gx_2)=-0.3648$ \AA$^{-1}$. Equation (\ref{im}) gives $-7.6200\times(-0.3927)\times(-0.3648)=-1.09$ eV, as found above.

\subsection{Energy against twist}

The amplitude of the trial function does not depend on $\theta$. By (\ref{re}) its energy is therefore its value at $\theta=\pi$, where $k=G/2$, plus $(\hbar^2/m)(k-G/2)^2$. At $\theta=\pi/2$ this gives $3.9868+1.1751=5.1619$ eV, or $0.18970$ hartree. A Monte Carlo run with folded positions gives $5.1628\pm0.0011$ eV.

Fixed-phase diffusion Monte Carlo keeps the trial phase and finds the best amplitude $B\ge0$. Its energy obeys the same law, $E_{\rm fp}(\theta)=E_B+(\hbar^2/m)(k-G/2)^2$, where $E_B$ is the lowest energy of a symmetric periodic amplitude that vanishes at $x_1=x_2$. In this model $E_B$ is the true ground energy at $\theta=\pi$, for the following reason. At $\theta=\pi$ the boundary factor is $-1$, and the eigenfunctions can be chosen real. The modulus of the real ground state is an allowed $B$ of the same energy, so $E_B$ is not above the ground energy. Conversely, $B$ times the sign of $\sin[G(x_1-x_2)/2]$ is antisymmetric, changes sign around the ring, and has the same energy as $B$, so $E_B$ is not below it. A separate calculation of the amplitude with a hard wall at $x_1=x_2$ gives $3.9662$ eV, in agreement with the table (energies in eV).

\begin{center}
\begin{tabular}{cccc}
$\theta/\pi$ & ground & fixed phase & trial\\
0.25 & 6.5709 & 6.6102 & 6.6308\\
0.50 & 5.1261 & 5.1413 & 5.1619\\
0.75 & 4.2564 & 4.2600 & 4.2806\\
1.00 & 3.9662 & 3.9662 & 3.9868
\end{tabular}
\end{center}

The ground energies come from plane-wave diagonalization of $H_k$. At $\theta=\pi/2$ a real-space grid, with the twist entering on links that cross the edge, reproduces the lowest four levels to the printed $10^{-5}$ eV.

The trial energy lies $0.0206$ eV above the fixed-phase energy at every twist: this is the error of the amplitude. The fixed-phase energy lies above the ground energy by $0.0152$ eV at $\theta=\pi/2$ and by $0.0393$ eV at $\theta=\pi/4$: this is the error of the phase. A uniform phase gradient $q=k-G/2\neq0$ satisfies $\mathrm{Im}\,E_L=0$ only if $\sum_iu_i'=0$, that is, if the amplitude is unchanged when both electrons move together. The external potential prevents this. Without it, (\ref{free}) with $P_0=-G$ and $N=2$ gives the same parabola, $(2k-G)^2/4=(k-G/2)^2$, for the true energy of that momentum state.

\subsection{A quantity that needs the phase}

The one-body density matrix, averaged over the ring and normalized to 1 at $d=0$, is the mean of $\Psi(x_1+d,x_2)/\Psi(x_1,x_2)$ over $|\Psi|^2$. At $d=0.5$ \AA\ it is $0.9010-0.1792i$. If $x_1+d$ is folded and the phase dropped, the result is $0.7477-0.2817i$ with the cell edge at 0, and $0.7858-0.2562i$ with the edge at $L/2$. A physical quantity cannot depend on where the edge is drawn.

At $d=1$ \AA\ the correct value is $0.6407-0.2654i$. Dropping the phase gives $0.4171-0.3580i$ and $0.4168-0.3581i$ for the two edges: wrong, yet almost the same for these two edges (an edge at $L/4$ shifts the value by only $0.006$). To see why, set $b=0$ and work to first order in $a$. With $\bar x=x_1+d/2$ and $c=\cos(Gd/2)$, the product of the two sines from (\ref{det}) is $\frac12[c-\cos G(\bar x-x_2)]$, and the Jastrow factors give $1+2ac\cos G\bar x+2a\cos Gx_2$. Averaging the product over $x_2$ leaves
\[
\tfrac12\left[c+a(2c^2-1)\cos G\bar x\right]=\tfrac12\left[c+a\cos Gd\,\cos G\bar x\right].
\]
At $d=0$ its mean over $\bar x$ is $\frac12$, which fixes the normalization. The moves that cross the edge have $\bar x$ within $d/2$ of it, and each loses a fraction $1-e^{-i\theta}$ of its contribution. The results for the two edges therefore differ by a complex number whose modulus is
\[
|1-e^{-i\theta}|\,\frac{2a}{L}\left|\cos Gd\int_{-d/2}^{d/2}\cos Gx\,dx\right|
=|1-e^{-i\theta}|\,\frac{2a}{\pi}\left|\cos Gd\,\sin\frac{Gd}2\right| .
\]
This vanishes at $d=L/4=1$ \AA. At $0.5$ \AA\ it gives $0.049$, against $0.046$ from the values above, which include $b$ and higher orders in $a$. Agreement between two choices of edge is thus no proof that the phase has been kept. Comparison with the momentum distribution is a stronger check, provided the distribution is obtained independently, here from the Fourier coefficients of $\Phi$; the values with the phase pass it at both displacements. A distribution built from the same ratios reproduces them whether or not the phase is kept. Its occupations at $k+mG$ must still be real and non-negative, and in this model they come out complex when the phase is dropped.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/m: 7.6200 eV A^2
ring length L: 4.0 A
G = 2 pi/L: 1.5708 1/A
external amplitude v_ext: 3.0 eV
interaction amplitude w_int: 1.0 eV
Jastrow a, b: 0.2, -0.05
twist theta: 1.5708 rad
k = theta/L: 0.3927 1/A
phase gradient k - G/2: -0.3927 1/A
move x1: 3.8 -> 4.3 A, folded 0.3 A; x2 = 1.5 A
Psi ratio, unfolded: 0.7832 -0.1558 i
Psi ratio, folded, no phase: -0.1558 -0.7832 i
wrap phase exp(i theta): 0.0000 +1.0000 i
EL term -1/2 sum Phi''/Phi: 9.4704 -2.1830 i eV
EL term -i k sum Phi'/Phi: -4.7004 +1.0915 i eV
EL term sum k^2/2: 1.1751 eV
EL potential: -0.8607 eV
EL total, folded: 5.0844 -1.0915 i eV
EL total, unfolded: 5.0844 -1.0915 i eV
EL amplitude kinetic part: 4.7700 eV
EL phase kinetic part: 1.1751 eV
EL imaginary part by flow formula: -1.0915 eV
level 0: twisted grid 5.12613 eV, periodic (p+k)^2/2 5.12613 eV
level 1: twisted grid 14.32261 eV, periodic (p+k)^2/2 14.32261 eV
level 2: twisted grid 20.33951 eV, periodic (p+k)^2/2 20.33951 eV
level 3: twisted grid 28.79399 eV, periodic (p+k)^2/2 28.79399 eV
trial energy, quadrature: 5.1619 eV
trial energy, quadrature: 0.18970 hartree
spread of Re EL: 0.7197 eV
Monte Carlo: 2000 walkers, 600 steps after 200
Monte Carlo energy: 5.1628 +/- 0.0011 eV
edge crossings in the run: 387861
theta/pi 0.25: ground 6.5709, fixed-phase 6.6102, trial 6.6308 eV
theta/pi 0.50: ground 5.1261, fixed-phase 5.1413, trial 5.1619 eV
theta/pi 0.75: ground 4.2564, fixed-phase 4.2600, trial 4.2806 eV
theta/pi 1.00: ground 3.9662, fixed-phase 3.9662, trial 3.9868 eV
hard-wall amplitude energy: 3.9662 eV
rho(0.5 A) with wrap phase: 0.9010 -0.1792 i
rho(0.5 A) phase dropped, edge at 0: 0.7477 -0.2817 i
rho(0.5 A) phase dropped, edge at L/2: 0.7858 -0.2562 i
rho(1.0 A) with wrap phase: 0.6407 -0.2654 i
rho(1.0 A) phase dropped, edge at 0: 0.4171 -0.3580 i
rho(1.0 A) phase dropped, edge at L/2: 0.4168 -0.3581 i
rho(0.5 A) Monte Carlo: 0.9001 -0.1790 i
rho Monte Carlo errors: 0.0005, 0.0001
3D kinetic EL, differences of Psi: 52.4666 +6.2466 i eV
3D kinetic EL, periodic formula: 52.4666 +6.2466 i eV
\end{verbatim}
